# Folding silicon's conduction minima into cubic supercells

## Problem

The conduction band of silicon has six equivalent minima, one on each half of the three cube axes. Take them at a distance $\kappa(2\pi/a)$ from the zone centre $\Gamma$, with $\kappa=0.85$. Here $a$ is the edge of the conventional eight-atom cube, and the point X lies at $2\pi/a$. A defect is to be modelled in a periodic cubic supercell of edge $L=Na$, with $N=1,2,\dots,8$.

(a) Find the wave vector, in the supercell's Brillouin zone, to which a conduction minimum of the perfect host is folded.

(b) Which width $N$ brings it closest to the zone centre? Answer both for the distance as a wave number and for the distance as a fraction of the supercell's reciprocal spacing $2\pi/L$.

(c) Over what range of $\kappa$ around 0.85 does the answer hold?

(d) A calculation samples the supercell at its zone centre alone. How far above the true conduction minimum is the host state that it finds nearest to the minimum? Use the rough values $a=0.543$ nm and longitudinal mass $m_l=0.92\,m_e$.

(e) Is the width found in (b) also large enough for a shallow donor? Use the rough transverse mass $m_t=0.19\,m_e$ and relative permittivity $\varepsilon=11.7$.

## Solution

### (a) The folding rule

A Bloch state of the host is $\psi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$, where $u_{\mathbf k}$ has the period of the primitive lattice. The supercell translations

$$\mathbf R=Na(n_1,n_2,n_3),\qquad n_i\ \text{integer},$$

are also translations of the primitive lattice, so $u_{\mathbf k}$ has the period of the supercell too. The reciprocal vectors of the supercell are

$$\mathbf G=\frac{2\pi}{Na}(m_1,m_2,m_3),\qquad m_i\ \text{integer},$$

because $\mathbf G\cdot\mathbf R=2\pi(m_1n_1+m_2n_2+m_3n_3)$ and hence $e^{i\mathbf G\cdot\mathbf R}=1$. All integer triples are allowed, since the supercell lattice is simple cubic.

Now write the same state as

$$\psi_{\mathbf k}(\mathbf r)=e^{i(\mathbf k-\mathbf G)\cdot\mathbf r}\left[e^{i\mathbf G\cdot\mathbf r}u_{\mathbf k}(\mathbf r)\right].$$

The bracket has the period of the supercell, so $\mathbf k-\mathbf G$ is a valid wave-vector label in the supercell description. Neither the state nor its energy has changed. The label inside the first Brillouin zone is the one with the $\mathbf G$ nearest to $\mathbf k$.

For the minimum at $(2\pi/a)(\kappa,0,0)$, the squared distance to a reciprocal vector, in units of $(2\pi/a)^2$, is

$$\left(\kappa-\frac{m_1}{N}\right)^2+\frac{m_2^2+m_3^2}{N^2}.$$

The two terms can be minimized separately. The second vanishes for $m_2=m_3=0$. The first is least when $m_1$ is the integer $m$ nearest to $N\kappa$. The folded wave vector is therefore

$$\mathbf k_{\rm fold}=\frac{2\pi}{a}\left(\kappa-\frac mN,\,0,\,0\right).$$

Two measures of its length are useful:

$$f_N=|N\kappa-m|\quad\text{in units of }\frac{2\pi}{L},\qquad d_N=\frac{f_N}{N}\quad\text{in units of }\frac{2\pi}{a}.$$

The other five minima follow by exchanging axes or reversing signs. These operations map the supercell's reciprocal lattice onto itself, so all six minima fold to the same distance.

### (b) The best width

Write $\kappa=17/20$. Then $N\kappa=17N/20$, and its distance from the nearest integer is a multiple of $1/20$.

The value $f_N=0$ would require 20 to divide $17N$. Since 17 and 20 have no common factor, 20 would have to divide $N$, which is impossible for $N\le8$.

The next possible value is $f_N=1/20$. It requires $17N$ to differ by one from a multiple of 20. For $N=1,\dots,8$, the products $17N$ are

$$17,\ 34,\ 51,\ 68,\ 85,\ 102,\ 119,\ 136.$$

Their distances from the nearest multiple of 20 are

$$3,\ 6,\ 9,\ 8,\ 5,\ 2,\ 1,\ 4.$$

The value one occurs once, at $N=7$, where $119=6\times20-1$. Thus $m=6$ and

$$f_7=\frac1{20},\qquad d_7=\frac1{7\times20}=\frac1{140}.$$

Every other width has $f_N\ge2/20=1/10$, so width seven wins as a fraction of the reciprocal spacing.

It also wins as a wave number. For $N\le6$, $d_N\ge(1/10)/6=1/60$. For $N=8$, $f_8=4/20$ and $d_8=1/40$. Both exceed $1/140$. **The answer is $N=7$ in both measures.** The supercell then holds $8\times7^3=2744$ atoms and has an edge of 3.80 nm.

The folded distance does not fall steadily with size. Widths one, two and three all give $d_N=0.15$, because their nearest reciprocal vector is X itself, reached with $m=N$. Going from seven to eight makes $d_N$ 3.5 times larger, since the nearest sampled point changes from $6/7$ to $7/8$.

Beyond the range of the problem, the first width with exact folding is $N=20$, where $N\kappa=17$.

### (c) How firm the answer is

The wave-number measure asks which fraction $m/N$ with $N\le8$ lies nearest to $\kappa$. The winner at 0.85 is $6/7$, and its neighbours among these fractions are $5/6$ and $7/8$. To see that none lies between, suppose $5/6<p/q<6/7$ with integers $p,q$. Then $6p-5q$ and $6q-7p$ are positive integers, and

$$7(6p-5q)+6(6q-7p)=42p-35q+36q-42p=q.$$

Hence $q\ge7+6=13$, which is outside the allowed range. Similarly, if $6/7<p/q<7/8$, then $7p-6q$ and $7q-8p$ are positive integers, and

$$8(7p-6q)+7(7q-8p)=56p-48q+49q-56p=q,$$

so $q\ge15$. The limits of the winning interval are therefore the midpoints between neighbours:

$$\frac12\left(\frac56+\frac67\right)=\frac{71}{84}\approx0.8452,\qquad
\frac12\left(\frac67+\frac78\right)=\frac{97}{112}\approx0.8661.$$

For the fraction of the reciprocal spacing, compare $f_7$ with its rivals. Below $6/7$, the rival $N=6$ ties when

$$6\kappa-5=6-7\kappa\quad\Longrightarrow\quad\kappa=\frac{11}{13}\approx0.8462.$$

Above $6/7$, the rival $N=8$ ties when

$$7\kappa-6=7-8\kappa\quad\Longrightarrow\quad\kappa=\frac{13}{15}\approx0.8667.$$

Between these limits $f_7$ is at most $1/13$, its value at the lower end. Widths one to five have $f_N\ge1-13/15=2/15$ there, the smallest value being that of $N=1$ at the upper end. Width six above $6/7$, and width eight below it, have $f_N\ge1/7$. No other width interferes.

The chosen $\kappa=0.85$ is inside both intervals but only about 0.004 to 0.005 above their lower ends. At $\kappa=0.84$ the order changes: $6\kappa=5.04$ is nearer to an integer than $7\kappa=5.88$, and width six wins in both measures. The position of the minimum must therefore be found with the same functional, pseudopotential and lattice constant as the supercell calculation. This is a practical matter. A plane-wave local-density calculation with a Goedecker–Teter–Hutter pseudopotential at $a=0.543$ nm puts the minimum near $\kappa=0.84$ (0.840 at an 8 hartree cutoff and 0.843 at 12 hartree, so the third digit is not converged). That is just below both intervals, and width six then wins, with the nearest sampled state 0.2 to 0.5 meV above the minimum against 1.1 to 1.6 meV for width seven. Changing $a$ from 0.540 to 0.547 nm lowers $\kappa$ by about 0.005, as much as the margin above.

### (d) The energy error of zone-centre sampling

The zone centre of the supercell contains the host states whose wave vectors equal some $\mathbf G$. It does not contain the minimum itself unless $N\kappa$ is an integer. The nearest sampled point is at $m/N$ on the same axis, displaced from the minimum by

$$q_N=\frac{2\pi}{a}d_N.$$

The displacement is along the valley's long axis, so the longitudinal mass applies. To leading order in $q_N$, the energy excess is

$$\Delta E_N=\frac{\hbar^2q_N^2}{2m_l}.$$

For width seven,

$$q_7=\frac{2\pi}{0.543\ \text{nm}}\times\frac1{140}=0.0827\ \text{nm}^{-1}.$$

With $\hbar^2/2m_e=38.1$ meV nm²,

$$\Delta E_7=\frac{38.1\times(0.0827)^2}{0.92}\ \text{meV}=0.28\ \text{meV}.$$

The other widths follow in the same way, with $a$, $\kappa$ and $m_l$ held fixed:

| $N$ | atoms | $m$ | $f_N$ | $d_N$ | $\Delta E_N$ (meV) |
|---:|---:|---:|---:|---:|---:|
| 1 | 8 | 1 | 0.15 | 0.1500 | 125 |
| 2 | 64 | 2 | 0.30 | 0.1500 | 125 |
| 3 | 216 | 3 | 0.45 | 0.1500 | 125 |
| 4 | 512 | 3 | 0.40 | 0.1000 | 55 |
| 5 | 1000 | 4 | 0.25 | 0.0500 | 13.9 |
| 6 | 1728 | 5 | 0.10 | 0.0167 | 1.5 |
| 7 | 2744 | 6 | 0.05 | 0.0071 | 0.28 |
| 8 | 4096 | 7 | 0.20 | 0.0250 | 3.5 |

The valence maximum of silicon is at $\Gamma$ and stays at the supercell's zone centre for every $N$. The excess in the table is therefore also the amount by which this pair of sampled states overestimates the host's indirect gap. For scale, $k_BT$ at 300 K is 25.9 meV. The error is about five times this energy for the three smallest cells and about one per cent of it for width seven. It is a sampling error, set by which wave vectors the zone centre contains, and the thermal energy is quoted only as a scale.

The parabola can be compared with a model band that has its own curvature and higher-order terms. Take a local empirical pseudopotential with form factors $-0.21$, $0.04$ and $0.08$ rydberg at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$. Diagonalizing its Hamiltonian in plane waves with squared reciprocal vectors up to 36 gives a minimum at $\kappa=0.854$ and a longitudinal mass of $0.87\,m_e$. This one-electron model omits spin–orbit coupling and any nonlocal potential, so it serves to size the correction, not as a reference for real silicon.

Apply the displacements $m/N-0.85$ from this band's own minimum. For width four the band rises by 57.3 meV, while the parabola with the band's own mass gives 58.4 meV, a difference of about two per cent. For width seven both give 0.298 meV. Curvature beyond the parabola is thus unimportant for the best width. The change from 0.28 to 0.30 meV comes from the different mass. These are imposed displacements. The model band's own zone-centre sample for width seven lies at $6/7$, closer to its minimum at 0.854, and is only about 0.07 meV above it.

The position of the minimum matters more. With $a$ and $m_l$ fixed, moving $\kappa$ to 0.84 raises the width-seven excess to 1.6 meV, while moving it to 0.86 lowers the excess to 0.05 meV.

If a particular valley must be reached exactly, the sampling point can be moved instead of the cell size. For width seven, the minimum on the positive $x$ axis folds to

$$\mathbf k_{\rm fold}=\frac{2\pi}{L}(-0.05,0,0).$$

Sampling there includes that minimum. The minimum on the negative $x$ axis folds to the opposite point, and the other four fold onto the $y$ and $z$ axes, so one shifted point does not treat the six valleys alike.

### (e) Close folding does not make a large cell

Folding concerns the perfect host. A defect adds a second length, the extent of its bound state. For a shallow donor, a rough estimate replaces the anisotropic valley by an isotropic one with the mean inverse mass:

$$\frac1{m^*}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m^*=0.258\,m_e.$$

The hydrogenic radius is the Bohr radius scaled by $\varepsilon m_e/m^*$:

$$a^*=0.0529\ \text{nm}\times\frac{11.7}{0.258}=2.40\ \text{nm}.$$

Neighbouring images in the width-seven cell are $L=3.80$ nm apart, or $R=L/a^*=1.59$ donor radii. Their orbitals overlap strongly.

A scale for the coupling is the transfer integral: the attraction of donor B taken between the orbitals $e^{-r_A}/\sqrt\pi$ and $e^{-r_B}/\sqrt\pi$, with lengths in units of $a^*$. Its magnitude is

$$T=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}\,I,\qquad
I=\frac1\pi\int\frac{e^{-r_A-r_B}}{r_B}\,d^3r.$$

Use the coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with $\xi\ge1$ and $-1\le\eta\le1$, and the angle about the line joining the donors. Then

$$r_B=\frac R2(\xi-\eta),\qquad d^3r=\frac{R^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi.$$

The factor $\xi-\eta$ cancels, and the angle gives $2\pi$:

$$I=\frac{R^2}{2}\int_1^\infty d\xi\,e^{-R\xi}\int_{-1}^{1}d\eta\,(\xi+\eta)
=R^2\int_1^\infty\xi e^{-R\xi}d\xi.$$

Integration by parts gives $\int_1^\infty\xi e^{-R\xi}d\xi=e^{-R}(1/R+1/R^2)$. Hence

$$I=(1+R)e^{-R}.$$

The prefactor of $T$ is the Hartree energy times $(m^*/m_e)/\varepsilon^2$, so $T$ is about 27 meV for $R=1.59$. This is roughly a hundred times the folding error of 0.28 meV.

At such a small separation the integral is a scale for the coupling, not a prediction of the donor bandwidth. The estimate also omits the valley anisotropy, the coupling between valleys and the short-range potential of the donor. It is still enough to answer the question: width seven is not large enough to isolate a shallow donor of this size. For a compact deep defect the overlap can be much smaller, but it must be assessed from that defect's own wave function. Strain and, for charged defects, electrostatic interaction between images need separate convergence tests.

The values used here are rough values for silicon, not the output of one consistent first-principles calculation. Among simple-cubic cells of width one to eight, seven is the best choice for placing the host's conduction minima near the sampled zone centre when $\kappa=0.85$; for a calculated band with $\kappa$ near 0.84 it is six. Other cell shapes can do as well with fewer atoms. The $7\times7\times7$ multiple of the two-atom primitive cell has reciprocal vectors $(2\pi/7a)(m_1,m_2,m_3)$ with the $m_i$ all even or all odd. These include $(6,0,0)$, so this cell reaches the same distance $1/140$ with 686 atoms. Choosing a cell for a defect also requires the bound state and the image interactions to be converged.
